# Thermodynamic factor of a one-dimensional lattice gas at half coverage

## First half: from the diffusion flux to the value at half coverage

**Q.** You want to describe atoms spreading along a row of surface sites, and you say their interaction can be treated without approximation. I doubt it. What is the model?

**A.** A long row of \(M\) equivalent adsorption sites with spacing \(a\). Each site \(i\) is empty, \(n_i=0\), or holds one atom, \(n_i=1\). Atoms on neighbouring sites interact with pair energy \(E\), and nothing else interacts:

\[
H=E\sum_{i=1}^{M} n_i n_{i+1}.
\]

Each neighbour pair is counted once. Positive \(E\) is repulsion and negative \(E\) is attraction. I close the row into a ring, \(n_{M+1}=n_1\), so that all sites are alike, and let \(M\) go to infinity at the end. The energy of an isolated adsorbed atom is the zero of energy, and the chemical potential \(\mu\) is measured from it. A different zero would shift \(\mu\) by a constant at fixed temperature and leave every derivative below unchanged.

**Q.** That is an equilibrium model. Diffusion is not equilibrium. Where do the two meet?

**A.** In the driving force. Suppose the coverage \(\theta=\langle n_i\rangle\) varies so slowly along the row that each short stretch is close to equilibrium at its own coverage. The number of atoms per length is \(c=\theta/a\). For a weak gradient at uniform temperature, linear response gives the flux

\[
J=-L\,\frac{\partial\mu}{\partial x},
\]

where \(L\) is a transport coefficient. Since \(\mu\) depends on position through \(c\), the chain rule gives

\[
J=-L\,\frac{d\mu}{dc}\,\frac{\partial c}{\partial x}.
\]

Fick's law, \(J=-D_c\,\partial c/\partial x\), defines the collective diffusion coefficient \(D_c\), so \(D_c=L\,d\mu/dc\). Multiply and divide by \(kT/c\):

\[
D_c=\underbrace{\frac{kT\,L}{c}}_{D_J}\;\underbrace{\frac{c}{kT}\frac{d\mu}{dc}}_{\Gamma}.
\]

The first factor is the jump diffusion coefficient. The second is the thermodynamic factor. Because \(a\) is constant, \(dc/c=d\theta/\theta\), and therefore

\[
\Gamma=\frac{\partial(\mu/kT)}{\partial\ln\theta}.
\]

**Q.** So a large \(\Gamma\) means fast diffusion?

**A.** It means a large \(D_c\) for a given \(D_J\). The pair energy also changes the hopping rates, and through them \(D_J\). That part depends on how the barriers respond to neighbours, which \(H\) does not say. What follows determines \(\Gamma\) and leaves \(D_J\) open.

**Q.** Then let us stay with \(\Gamma\). A derivative of \(\mu\) is abstract. Can it be tied to something one could count?

**A.** Yes, to the fluctuations of the atom number \(N=\sum_i n_i\). Write \(u=\mu/kT\) and \(b=E/kT\). The grand partition function is

\[
\Xi=\sum_{\{n\}}\exp\Bigl(uN-b\sum_i n_in_{i+1}\Bigr).
\]

Each derivative with respect to \(u\), at fixed \(b\) and \(M\), brings down a factor \(N\). Hence

\[
\frac{\partial\ln\Xi}{\partial u}=\frac{1}{\Xi}\frac{\partial\Xi}{\partial u}=\langle N\rangle ,
\]

\[
\frac{\partial\langle N\rangle}{\partial u}
=\frac{1}{\Xi}\frac{\partial^2\Xi}{\partial u^2}-\Bigl(\frac{1}{\Xi}\frac{\partial\Xi}{\partial u}\Bigr)^2
=\langle N^2\rangle-\langle N\rangle^2=\langle(\delta N)^2\rangle .
\]

With \(\theta=\langle N\rangle/M\), the definition of \(\Gamma\) becomes

\[
\Gamma=\theta\,\frac{du}{d\theta}=\frac{\theta}{d\theta/du}=\frac{\langle N\rangle}{\langle(\delta N)^2\rangle}.
\]

A row that resists changes of density has small number fluctuations and a large \(\Gamma\).

**Q.** You still have to sum over \(2^M\) configurations. How do you avoid that?

**A.** The energy links each site to the next, so the Boltzmann weight is a product of factors that each involve two neighbouring sites. Let \(z=e^{u}\) and \(x=e^{-b}\). Each site belongs to two links, so I give half of its factor \(z^{n_i}\) to each:

\[
e^{uN-b\sum n_in_{i+1}}=\prod_{i=1}^{M}t(n_i,n_{i+1}),\qquad
t(n,n')=z^{(n+n')/2}\,x^{nn'} .
\]

The four values of \(t\) form the transfer matrix, with rows and columns in the order empty, occupied:

\[
\mathbf T=\begin{pmatrix}1&\sqrt z\\ \sqrt z& zx\end{pmatrix}.
\]

Summing over \(n_2\) multiplies the first two matrices, summing over \(n_3\) multiplies by the next, and so on. The last sum, over \(n_1\), closes the ring into a trace:

\[
\Xi=\operatorname{Tr}\mathbf T^{M}=\lambda_+^{M}+\lambda_-^{M}.
\]

The eigenvalues solve \(\lambda^2-(1+zx)\lambda+(zx-z)=0\). The discriminant is

\[
(1+zx)^2-4zx+4z=(1-zx)^2+4z ,
\]

so

\[
\lambda_\pm=\frac{1+zx\pm\sqrt{(1-zx)^2+4z}}{2}.
\]

**Q.** I expect you to throw away \(\lambda_-\). You are about to differentiate twice. Is the discarded part harmless after that?

**A.** The sum \(\lambda_++\lambda_-=1+zx\) and the difference \(\lambda_+-\lambda_-\) are both positive for finite \(u\) and \(b\), so \(\lambda_+>|\lambda_-|\). With \(\rho=\lambda_-/\lambda_+\), which lies strictly between \(-1\) and \(1\),

\[
\frac{\ln\Xi}{M}=\ln\lambda_++\frac{1}{M}\ln(1+\rho^{M}).
\]

Two derivatives of \(\rho^M\) with respect to \(u\) produce at most a factor of order \(M^2\). The discarded part of the second derivative is therefore of order \(M|\rho|^{M}\), and it vanishes as \(M\to\infty\). From here on \(\lambda\) means \(\lambda_+\).

**Q.** The square root looks unpleasant. And I do not see which \(\mu\) belongs to half coverage.

**A.** A symmetry answers the second point and suggests how to tidy the first. Describe the row by its holes, \(m_i=1-n_i\). Each site occurs in two pairs, so

\[
E\sum_i n_in_{i+1}-\mu\sum_i n_i
=E\sum_i m_im_{i+1}-(2E-\mu)\sum_i m_i+M(E-\mu).
\]

The last term is a constant. The holes thus form the same lattice gas, with \(\mu\) replaced by \(2E-\mu\). At \(\mu=E\) the two descriptions coincide, holes and atoms are equally frequent, and \(\theta=1/2\). This suggests measuring \(\mu\) from \(E\):

\[
h=\frac{\mu-E}{2kT}=\frac{u-b}{2},\qquad g=e^{b/2}=e^{E/2kT}.
\]

Exchanging atoms and holes changes the sign of \(h\). In these variables \(zx=e^{u-b}=e^{2h}\) and \(z=e^{2h}e^{b}=e^{2h}g^2\). The pieces of the eigenvalue are

\[
1+zx=e^{h}(e^{-h}+e^{h})=2e^{h}\cosh h,
\]

\[
(1-zx)^2+4z=e^{2h}(e^{-h}-e^{h})^2+4e^{2h}g^2=4e^{2h}(\sinh^2h+g^2).
\]

With \(R=\sqrt{\sinh^2h+g^2}\), this gives

\[
\lambda=e^{h}\,(\cosh h+R).
\]

**Q.** Now show me the coverage. I want to see that no second value of \(\mu\) also gives one half.

**A.** At fixed \(b\), \(du=2\,dh\), so \(\theta=\partial\ln\lambda/\partial u=\tfrac12\,\partial\ln\lambda/\partial h\). From \(R^2=\sinh^2h+g^2\) we have \(dR/dh=\sinh h\cosh h/R\). Then

\[
\frac{\partial\ln\lambda}{\partial h}
=1+\frac{\sinh h+\sinh h\cosh h/R}{\cosh h+R}
=1+\frac{\sinh h\,(R+\cosh h)}{R\,(\cosh h+R)}
=1+\frac{\sinh h}{R},
\]

and

\[
\theta=\frac12\left(1+\frac{\sinh h}{\sqrt{\sinh^2h+g^2}}\right).
\]

The fraction vanishes when \(\sinh h=0\), which for real \(h\) has the single solution \(h=0\). Half coverage and \(\mu=E\) are therefore equivalent.

**Q.** And the slope? That is where a factor of two could slip in.

**A.** Two separate halves enter: one stands in front of \(\theta\), and the other comes from \(dh/du=1/2\). The quotient rule gives

\[
\frac{d}{dh}\frac{\sinh h}{R}
=\frac{\cosh h}{R}-\frac{\sinh h}{R^2}\,\frac{\sinh h\cosh h}{R}
=\frac{\cosh h\,(R^2-\sinh^2h)}{R^3}
=\frac{g^2\cosh h}{R^3}.
\]

Therefore

\[
\frac{d\theta}{du}=\frac12\cdot\frac12\cdot\frac{g^2\cosh h}{R^3}=\frac{g^2\cosh h}{4R^3}.
\]

At \(h=0\), \(\cosh h=1\) and \(R=g\), so the slope is \(1/(4g)\). Dividing \(\theta=1/2\) by it gives

\[
\boxed{\;\Gamma\bigl(\theta=\tfrac12\bigr)=\frac{1/2}{1/(4g)}=2g=2\,e^{E/2kT}\;}
\]

**Q.** Where does the 2 come from? It should survive if I switch the interaction off.

**A.** It does. For \(E=0\) each site is occupied independently with probability \(\theta\). The variance per site is \(\theta(1-\theta)\), and \(\Gamma=\theta/[\theta(1-\theta)]=1/(1-\theta)\), which is 2 at half coverage. This is the effect of site blocking: two atoms cannot share a site. The exponential is the effect of the pair energy. Repulsion raises \(\Gamma\) above 2 and attraction lowers it below 2, but at finite \(E/kT\) it stays positive.

**Q.** Algebra can be consistently wrong. Give me a number obtained without the transfer matrix.

**A.** Take \(E=0.050\) eV and \(T=300\) K. Then \(kT=0.02585\) eV, \(E/kT=1.934\), \(g=e^{0.967}=2.630\), and the formula gives \(\Gamma=2\times2.630=5.260\).

The first check lists all \(2^{16}=65\,536\) states of a ring of 16 sites at \(\mu=E\) and computes \(\langle N\rangle/\langle(\delta N)^2\rangle\) from their Boltzmann weights. The result is 5.2603, equal to the formula in all printed digits. So small a ring suffices because at \(h=0\) the ratio of eigenvalues is \(\rho=(1-g)/(1+g)=-0.449\), and \(\rho^{16}\) is about \(3\times10^{-6}\).

**Q.** That still uses the fluctuation formula. I would like to see \(\mu\) itself.

**A.** Then fix the number of atoms and obtain \(\mu\) from the free energy \(F(N)\). Since \(\mu=dF/dN\) and \(\Gamma=(N/kT)\,d\mu/dN\), a second difference gives

\[
\Gamma\simeq\frac{N}{kT}\,[F(N+1)-2F(N)+F(N-1)].
\]

The partition function at fixed \(N\) follows from counting clusters, that is, unbroken runs of atoms. If \(N\) atoms form \(C\) clusters, there are \(N-C\) neighbour pairs. The atoms can be divided among \(C\) ordered clusters in \(\binom{N-1}{C-1}\) ways, and the \(M-N\) empty sites among the \(C\) gaps in \(\binom{M-N-1}{C-1}\) ways. The first cluster can start at any of \(M\) sites, and each arrangement is then counted \(C\) times, once for each cluster that could be called the first. Hence

\[
e^{-F(N)/kT}=\sum_{C}\frac{M}{C}\binom{N-1}{C-1}\binom{M-N-1}{C-1}e^{-b(N-C)} .
\]

For \(M=2000\), \(N=1000\) and the same \(E\) and \(T\), this route gives \(\Gamma=5.262\). It differs from the infinite-row value by 0.04 %, on a ring where adding one atom changes \(N\) by 0.1 %.

## Second half: other coverages, correlations and a row of step sites

The row has pair energy \(E\) per neighbour pair, coverage \(\theta\) and chemical potential \(\mu\). The abbreviations are \(b=E/kT\), \(u=\mu/kT\), \(x=e^{-b}\), \(g=e^{b/2}\), \(h=(u-b)/2\) and \(R=\sqrt{\sinh^2h+g^2}\). The first half gave \(D_c=\Gamma D_J\) with \(\Gamma=\theta/(d\theta/du)\), and

\[
2\theta-1=\frac{\sinh h}{R},\qquad \frac{d\theta}{du}=\frac{g^2\cosh h}{4R^3},\qquad \Gamma\bigl(\tfrac12\bigr)=2g .
\]

**Q.** A growing surface does not stop at half coverage. What happens on either side?

**A.** Eliminate \(h\). Let \(m=2\theta-1\). Squaring \(m=\sinh h/R\) gives \(m^2(\sinh^2h+g^2)=\sinh^2h\), so

\[
\sinh^2h=\frac{g^2m^2}{1-m^2},\qquad
R^2=\frac{g^2}{1-m^2},\qquad
\cosh^2h=1+\sinh^2h=\frac{1-m^2+g^2m^2}{1-m^2}.
\]

Insert these in the slope:

\[
\frac{d\theta}{du}=\frac{g^2}{4}\,\sqrt{\frac{1-m^2+g^2m^2}{1-m^2}}\;\frac{(1-m^2)^{3/2}}{g^3}
=\frac{1-m^2}{4}\sqrt{\frac{1-m^2}{g^2}+m^2}.
\]

Now \(1-m^2=4\theta(1-\theta)\) and \(1/g^2=x\). The expression under the root is \(1-(1-m^2)(1-x)\), and

\[
\Gamma(\theta)=\frac{1}{(1-\theta)\sqrt{1-4\theta(1-\theta)\,(1-e^{-E/kT})}} .
\]

At \(\theta=1/2\) the root is \(e^{-E/2kT}\), which restores \(2g\). For \(E=0\) the root is 1 and site blocking remains. For \(\theta\to0\), \(\Gamma\to1\): atoms that rarely meet behave as an ideal gas.

**Q.** Is half coverage where the interaction matters most?

**A.** Compare at the same coverage with and without the pair energy. The ratio is \(\Gamma(1-\theta)\), the inverse of the root. It is symmetric about \(\theta=1/2\), and for repulsion it is largest there, because \(\theta(1-\theta)\) has its maximum there. For \(E=0.050\) eV at 300 K:

| \(\theta\) | \(\Gamma\) | \(\Gamma(1-\theta)\) |
|---|---|---|
| 0.10 | 1.34 | 1.20 |
| 0.25 | 2.23 | 1.67 |
| 0.50 | 5.26 | 2.63 |
| 0.75 | 6.68 | 1.67 |
| 0.90 | 12.02 | 1.20 |

In this example \(\Gamma\) itself is larger still at high coverage, where site blocking dominates. The slope of \(\Gamma\) at half coverage is positive for any \(E\), but for stronger repulsion \(\Gamma\) can fall over a range of coverage above one half: at \(E=4kT\) the formula gives 14.8 at \(\theta=0.5\) and 10.4 at \(\theta=0.6\). The general formula was also tested on the 16-site ring at the \(E/kT=1.934\) of the table, with \(\mu/kT\) displaced from \(E/kT\) by \(-2.0\), \(-0.8\) and \(+1.1\). It agreed with the sum over all states to better than one part in a thousand.

**Q.** I follow the algebra, but I do not see what the atoms are doing. Why should repulsion suppress fluctuations by precisely the square root of a Boltzmann factor?

**A.** Look at the correlations at half coverage. There \(h=0\), so \(zx=1\) and \(\sqrt z=g\), and the transfer matrix is

\[
\mathbf T=\begin{pmatrix}1&g\\ g&1\end{pmatrix},\qquad
\lambda_\pm=1\pm g,\qquad
\mathbf v_\pm=\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm1\end{pmatrix}.
\]

The deviation \(\delta n=n-\tfrac12\) is the diagonal matrix \(\mathbf d\) with entries \(-\tfrac12\) and \(\tfrac12\). It turns one eigenvector into the other, \(\mathbf d\,\mathbf v_+=-\tfrac12\mathbf v_-\). In a long ring the stretch outside the two chosen sites projects on \(\mathbf v_+\), so

\[
\langle\delta n_0\,\delta n_j\rangle
=\lim_{M\to\infty}\frac{\operatorname{Tr}(\mathbf T^{M-j}\,\mathbf d\,\mathbf T^{j}\,\mathbf d)}{\operatorname{Tr}\mathbf T^{M}}
=\frac{\mathbf v_+^{\mathsf T}\mathbf d\,\mathbf T^{j}\,\mathbf d\,\mathbf v_+}{\lambda_+^{j}}
=\frac14\Bigl(\frac{\lambda_-}{\lambda_+}\Bigr)^{j}=\frac{r^{j}}{4},
\]

\[
r=\frac{1-g}{1+g}=-\tanh\frac{E}{4kT}.
\]

For repulsion \(r\) is negative. The correlation alternates in sign: next to an atom a hole is more likely, next to that hole an atom, and so on.

**Q.** How does alternation turn into the factor \(g\)?

**A.** Through the sum over all distances, which is the variance of \(N\) per site:

\[
\frac{\langle(\delta N)^2\rangle}{M}=\frac14\Bigl(1+2\sum_{j=1}^{\infty}r^j\Bigr)
=\frac14\Bigl(1+\frac{2r}{1-r}\Bigr)=\frac14\,\frac{1+r}{1-r}.
\]

Since \(1+r=2/(1+g)\) and \(1-r=2g/(1+g)\), the last ratio is \(1/g\). The variance per site is \(1/(4g)\), the same slope as before, now reached from the correlations.

In the example \(r=-0.449\). The probability that two neighbouring sites are both occupied is \(\tfrac14(1+r)=0.138\), against 0.25 for independent sites. In a window of \(W=100\) sites, 30 nm long, the variance is \(\tfrac14[W+2\sum_{j=1}^{W-1}(W-j)r^j]\), because \(W-j\) pairs of sites lie at distance \(j\). Its square root is 3.10 atoms. Without interaction it would be \(\sqrt{100/4}=5.00\) atoms.

**Q.** Mean-field theory is much quicker. Would it not do?

**A.** It replaces the pair average \(\langle n_in_{i+1}\rangle\) by \(\theta^2\). With one pair per site, the free energy per site is

\[
f=E\theta^2+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\]

Its derivative is \(\mu=2E\theta+kT\ln[\theta/(1-\theta)]\), and

\[
\Gamma_{\rm MF}=\frac{\theta}{kT}\frac{d\mu}{d\theta}=\frac{2E\theta}{kT}+\frac{1}{1-\theta}
\;\longrightarrow\;2+\frac{E}{kT}\quad\text{at }\theta=\tfrac12 .
\]

The full result expands as

\[
2e^{E/2kT}=2+\frac{E}{kT}+\frac14\Bigl(\frac{E}{kT}\Bigr)^2+\dots
\]

Mean field is thus correct to first order in \(E/kT\). In the example it gives 3.93, which is 25 % below 5.26.

For attraction the failure is worse. With \(E=-0.050\) eV at 300 K the row has \(\Gamma=2e^{-0.967}=0.76\), while mean field gives 0.07. For \(E<-2kT\) mean field makes \(\Gamma\) negative, which would mean that a uniform row separates into dense and dilute parts. The row has no such instability at finite \(E/kT\), since \(2e^{E/2kT}\) is positive.

**Q.** What does this do to a measured activation energy?

**A.** Suppose \(E\) does not depend on temperature and the coverage is held at one half. Taking the logarithm of \(D_c=2e^{E/2kT}D_J\) and differentiating gives

\[
-\frac{\partial\ln D_c}{\partial(1/kT)}=-\frac{\partial\ln D_J}{\partial(1/kT)}-\frac E2 .
\]

The apparent activation energy of \(D_c\) lies below that of \(D_J\) by \(E/2\), here 0.025 eV. The factor itself falls from 8.53 at 200 K to 5.26 at 300 K and 3.57 at 500 K. The activation energy of \(D_J\) may also contain \(E\), so this is not the total effect of the interaction.

**Q.** Where would one find such a row? Surfaces are two-dimensional.

**A.** One candidate is the lower edge of an atomic step on a vicinal metal surface, where adsorbed metal atoms can bind more strongly than on the terrace. If they transfer charge to the substrate, they carry parallel dipoles, taken here as normal to the surface, which stand side by side and repel one another. The example is meant for this regime: sites 0.30 nm apart, steps 2.0 nm apart, \(E=0.050\) eV and 300 K. These are round values chosen for illustration, and they do not describe a particular element. Direct bonding between adatoms can outweigh the dipole repulsion, and then \(E\) is negative and \(\Gamma\) lies below 2.

**Q.** Dipoles do not stop at the nearest neighbour. You have cut off their interaction.

**A.** For parallel point dipoles the energy at \(j\) spacings is \(E/j^3\). A larger transfer matrix, which remembers several previous sites, can include this. At half coverage and with \(E\) held fixed, adding the second neighbour changes \(\Gamma\) from 5.26 to 5.24. Including neighbours up to the eighth gives 5.40, or 2.7 % above the nearest-neighbour value. The more distant neighbours in the row add only about 0.01 more, which brings the total change to about 3 %.

The small decrease at the first stage runs against mean field, which would predict an increase for any added repulsion.

**Q.** And the atoms at the other steps?

**A.** They are far enough away for first-order perturbation theory. At fixed coverage the first-order change of free energy is the average of the added interaction in the unperturbed system. Different rows are independent there, so each pair of sites contributes its energy times \(\theta^2\). Let \(S\) be the sum of \((a/d)^3\) over all sites in other rows, at distances \(d\) from a given site. Then

\[
\Delta f=\tfrac12ES\theta^2,\qquad \Delta\mu=ES\theta,\qquad
\Delta\Gamma=\frac{\theta}{kT}\frac{d\,\Delta\mu}{d\theta}=\theta\,\frac{E}{kT}\,S .
\]

The factor \(\tfrac12\) prevents double counting. For aligned rows in one plane \(S=0.148\), so \(\Delta\Gamma=0.5\times1.934\times0.148=0.143\), again 2.7 %. The rule was tested on two rows at half coverage with the same \(E/kT\), coupled site to site by \(10^{-3}kT\). The computed shift agreed with the rule to within 2 % of the shift.

Both dipole estimates treat the dipoles as points, which is rough at a spacing of 0.30 nm. For a charge at height \(\ell\) above the image plane of the metal, the pair energy at distance \(r\) is proportional to \(1/r-1/\sqrt{r^2+4\ell^2}\). This falls more slowly than \(1/r^3\) at short distance. With \(\ell\) between 0.10 and 0.15 nm and the same nearest-neighbour \(E\), the distant neighbours in the row raise \(\Gamma\) by 4 to 5 %, and the other rows raise it by about as much.

**Q.** Real steps have kinks, and atoms can leave them.

**A.** Let kinks cut the row into open segments of 30 sites, or 9.0 nm, each half filled on average and free to exchange atoms with its surroundings. Then \(\Gamma=5.14\), which is 2.2 % lower than for the infinite row.

For escape, assume a rough extra binding of 0.30 eV at the step. At half coverage \(\mu=E\), so a terrace site is occupied with probability

\[
\frac{1}{1+e^{(0.30-0.05)\,{\rm eV}/kT}}=6.3\times10^{-5}.
\]

There are \(2.0/0.30-1=5.7\) terrace sites per step site, which hold \(3.6\times10^{-4}\) atoms, against 0.5 on the step site. This hardly affects the equilibrium count, and it lowers \(\Gamma\) for step and terrace together by only 0.3 %. The assumed binding matters, however: with 0.20 eV the reduction would be 12 %. It does not show that transport over the terrace is negligible, since atoms there may move much faster.

**Q.** So the number is good to a few per cent?

**A.** For the stated \(E\) and a step binding of 0.30 eV, each correction to \(\Gamma\) sized here is about 3 % or less with point dipoles, and up to about 5 % with the extended dipoles described above; the two dipole corrections have the same sign and add in first order, to about 6 % with point dipoles and 8 to 10 % with extended ones. The joint effect of all the corrections was not computed. The pair energy matters more. An error of 0.01 eV in \(E\) multiplies \(\Gamma\) by \(e^{\pm0.01/(2\times0.02585)}\), that is, by 1.21 or 0.82. Real dipoles also weaken one another as they crowd together, so \(E\) falls with coverage. A fall of 0.01 eV, which easily polarized atoms can exceed, would lower \(\Gamma\) by 18 % if \(E\) were then treated as constant, and the variation of \(E\) with \(\theta\) adds further terms to \(d\mu/d\theta\) that are not estimated here.

**Q.** When should I not use the result at all?

**A.** When its premises fail. The coverage must vary little over one site spacing and over the correlation length, which follows from \(|r|^j=e^{-j/\xi}\) as \(\xi=-1/\ln|r|=1.25\) sites, or 0.37 nm, in the example. The atoms must also rearrange locally faster than deposition changes the coverage; if arriving atoms stick where they land, \(\mu\) is not defined by \(\theta\) and \(T\). Where these conditions hold, a small density ripple of wavelength \(\Lambda\) obeys \(\partial c/\partial t=D_c\,\partial^2c/\partial x^2\) and decays in the time \(\Lambda^2/(4\pi^2D_c)\). At half coverage and equal \(D_J\), the repelling atoms of the example smooth it \(5.26/2=2.63\) times faster than atoms that merely block sites. The numerical output lists most of the values used here.

## Calculated quantities

```
pair energy E = 0.050 eV
temperature T = 300 K
site spacing = 0.30 nm
step spacing = 2.0 nm
thermal energy kT = 0.02585 eV
E/kT = 1.9341 (dimensionless)
exp(E/2kT) = 2.6302 (dimensionless)
Gamma at half coverage, formula = 5.2603 (dimensionless)
Gamma, 16-site ring enumeration = 5.2603
Gamma, canonical ring of 2000 sites = 5.2623
Gamma without interaction = 2.0000
Gamma, mean field = 3.9341
mean field / exact = 0.7479
slope d theta/d(mu/kT) at half coverage = 0.09505
Gamma at coverage 0.10 = 1.3356
Gamma at coverage 0.25 = 2.2271
Gamma at coverage 0.50 = 5.2603
Gamma at coverage 0.75 = 6.6814
Gamma at coverage 0.90 = 12.0208
Gamma at half coverage, 200 K = 8.5310
Gamma at half coverage, 300 K = 5.2603
Gamma at half coverage, 500 K = 3.5729
attraction E = -0.050 eV: Gamma = 0.7604
attraction, mean field Gamma = 0.0659
neighbour correlation ratio r = -0.4491
window = 100 sites, length = 30.0 nm
rms atom number in window = 3.100 atoms
rms without interaction = 5.000 atoms
Neglected effects, half coverage:
Gamma with dipole 2nd neighbour = 5.2358
Gamma with dipole tail to 8th neighbour = 5.4030
change from dipole tail = 2.71 %
dipole sum S over other rows = 0.1477 (dimensionless)
first-order shift of Gamma from other rows = 0.1429
change from other rows = 2.72 %
kink segment = 30 sites, length = 9.0 nm
Gamma of open segments = 5.1423
change from kinks = -2.24 %
extra step binding = 0.30 eV
terrace coverage = 6.31e-05 (dimensionless)
terrace atoms per step site = 3.58e-04
```
